# Lennard-Jones tail corrections and the pressure impulse at a cutoff

## The question

A homogeneous fluid of $N$ particles in volume $V$, with number density $\rho=N/V$ and temperature $T$, interacts through the Lennard-Jones pair potential

$$u(r)=4\varepsilon\left[\left(\frac{\sigma}{r}\right)^{12}-\left(\frac{\sigma}{r}\right)^{6}\right].$$

A simulation counts only pairs closer than $r_c$. The truncated, unshifted potential is $u_c(r)=u(r)$ for $r<r_c$ and $u_c(r)=0$ for $r>r_c$. Write $x=\sigma/r_c$ and $\beta=1/kT$. The pair distribution function $g(r)$ is defined so that a given particle has on average $4\pi r^2\rho\,g(r)\,dr$ neighbours between $r$ and $r+dr$. Take $N$ to be large.

## (a) The missing energy

**Find the energy per particle omitted by the cutoff, assuming $g(r)=1$ for $r>r_c$.**

**Answer.** Summing $u$ over the neighbours of every particle counts each pair twice, so a factor $1/2$ is needed:

$$\frac{U}{N}=\frac12\int_0^\infty 4\pi r^2\rho\,g(r)u(r)\,dr
=2\pi\rho\int_0^\infty r^2g(r)u(r)\,dr .$$

The omitted part is the integral from $r_c$ to infinity. With $g=1$,

$$\frac{U_{\rm tail}}{N}=8\pi\rho\varepsilon\int_{r_c}^{\infty}
\left(\sigma^{12}r^{-10}-\sigma^6r^{-4}\right)dr
=8\pi\rho\varepsilon\left[\frac{\sigma^{12}}{9r_c^9}-\frac{\sigma^6}{3r_c^3}\right].$$

Since $\sigma^{12}/r_c^9=\sigma^3x^9$ and $\sigma^6/r_c^3=\sigma^3x^3$,

$$\boxed{\frac{U_{\rm tail}}{N}=\frac{8\pi}{3}\rho\varepsilon\sigma^3
\left[\frac{x^9}{3}-x^3\right]}$$

For $r_c>\sigma$ this is negative, because $u(r)<0$ for every $r>\sigma$, so each omitted pair has negative energy. The assumption of a uniform density beyond $r_c$ fails, for example, near a liquid–vapour interface.

## (b) The missing virial pressure

**Derive the virial pressure for a smooth pair potential, and find the part omitted by the cutoff under the same assumption.**

**Answer.** The volume-dependent part of the free energy is $F=-kT\ln Q$, where $Q=\int e^{-\beta U}d^{3N}r$. Put $\mathbf r_i=V^{1/3}\mathbf s_i$, so that the limits of the $\mathbf s_i$ are fixed. The change of variables gives

$$Q=V^N\int e^{-\beta U}d^{3N}s,\qquad
P=-\frac{\partial F}{\partial V}
=\frac{NkT}{V}-\left\langle\frac{\partial U}{\partial V}\right\rangle .$$

Every separation is proportional to $V^{1/3}$, hence $\partial r_{ij}/\partial V=r_{ij}/(3V)$ and

$$P=\rho kT-\frac{1}{3V}\left\langle\sum_{i<j}r_{ij}u'(r_{ij})\right\rangle .$$

The average pair sum is $(N/2)\int4\pi r^2\rho g\,ru'\,dr$. Using $N/V=\rho$,

$$P=\rho kT-\frac{2\pi}{3}\rho^2\int_0^\infty r^3u'(r)g(r)\,dr .$$

For the Lennard-Jones potential, $r^3u'=4\varepsilon(-12\sigma^{12}r^{-10}+6\sigma^6r^{-4})$. Therefore

$$\int_{r_c}^{\infty}r^3u'\,dr
=4\varepsilon\sigma^3\left[-\frac{12x^9}{9}+\frac{6x^3}{3}\right]
=4\varepsilon\sigma^3\left[-\frac{4x^9}{3}+2x^3\right].$$

Multiplication by $-2\pi\rho^2/3$ reverses both signs:

$$\boxed{P_{\rm tail}=\frac{16\pi}{3}\rho^2\varepsilon\sigma^3
\left[\frac{2x^9}{3}-x^3\right]}$$

## (c) The step at the cutoff

**The potential $u_c$ jumps at $r_c$. Find the resulting contribution to the pressure of the truncated model, and simplify it for a small step.**

**Answer.** Formally, with $\theta$ the unit step function,

$$u_c'(r)=u'(r)\theta(r_c-r)-u(r_c)\delta(r-r_c).$$

The delta function would multiply $g$, which is itself discontinuous at $r_c$. To resolve the product, write $g(r)=y(r)e^{-\beta u_c(r)}$. The function $y$ contains the average over the other particles, with the direct Boltzmann factor of the chosen pair removed. That average integrates over the steps in the other pair interactions, so $y$ is continuous at $r_c$. Volume differentiation acts on the Boltzmann factor, and the combination needed is

$$-u_c'g=kT\,y\,\frac{d}{dr}e^{-\beta u_c}.$$

As $r$ increases through $r_c$, $e^{-\beta u_c}$ changes from $e^{-\beta u(r_c)}$ to 1. Its derivative thus contains $[1-e^{-\beta u(r_c)}]\delta(r-r_c)$, and the pressure contains

$$\boxed{\begin{aligned}
P_{\rm imp}&=\frac{2\pi}{3}\rho^2r_c^3\,kT\,y(r_c)
\left[1-e^{-\beta u(r_c)}\right]\\
&=\frac{2\pi}{3}\rho^2r_c^3\,kT\,[g(r_c^+)-g(r_c^-)]
\end{aligned}}$$

If $|u(r_c)|\ll kT$, then $kT[1-e^{-\beta u(r_c)}]\approx u(r_c)$. Setting also $y(r_c)\approx1$,

$$P_{\rm imp}\approx\frac{2\pi}{3}\rho^2r_c^3u(r_c)
=\frac{8\pi}{3}\rho^2\varepsilon\sigma^3\left[x^9-x^3\right],$$

where $r_c^3u(r_c)=4\varepsilon\sigma^3(x^9-x^3)$ was used.

For $r_c>\sigma$ the step is upward, from a negative energy to zero. A pair crossing outward receives an inward impulse, as from an attraction, so the pressure is lowered. Subtracting $u(r_c)$ from the potential inside the cutoff makes it continuous and removes this term.

## (d) Which correction belongs to which pressure?

**Calculate $\rho^2\,\partial(U_{\rm tail}/N)/\partial\rho$ at fixed $r_c$, compare it with the results above, and explain the comparison. What happens for a large cutoff?**

**Answer.** Since $U_{\rm tail}/N$ is proportional to $\rho$,

$$\rho^2\frac{\partial}{\partial\rho}\frac{U_{\rm tail}}{N}
=\frac{8\pi}{3}\rho^2\varepsilon\sigma^3\left[\frac{x^9}{3}-x^3\right].$$

With the small-step, uniform form of $P_{\rm imp}$,

$$P_{\rm tail}-P_{\rm imp}
=\frac{8\pi}{3}\rho^2\varepsilon\sigma^3
\left[\left(\frac{4x^9}{3}-2x^3\right)-\left(x^9-x^3\right)\right],$$

which is the same expression. The reason is thermodynamic. To first order in the tail, restoring it changes the free energy of the truncated model by its average energy, $U_{\rm tail}$. From $V=N/\rho$ one has $dV=-N\,d\rho/\rho^2$, so $P=-\partial F/\partial V=\rho^2\partial(F/N)/\partial\rho$. The derivative is therefore the pressure of the full model minus that of the truncated model. Restoring the tail adds its smooth forces and also removes the step.

Let $P_v$ be the ideal pressure plus the virial of the smooth forces inside $r_c$. Then

$$P_{\rm truncated}=P_v+P_{\rm imp},\qquad
P_{\rm full}\approx P_v+P_{\rm tail}.$$

The full potential has no step, so $P_{\rm imp}$ does not enter its pressure. Molecular dynamics that uses the smooth forces alone follows the shifted model, whose own pressure is $P_v$ evaluated with its own structure. Monte Carlo with unshifted truncated energies samples the model with the step.

For $r_c\gg\sigma$ the $x^9$ terms are negligible. Both pressure terms then vanish as $r_c^{-3}$, and $P_{\rm imp}/P_{\rm tail}\to1/2$.

## (e) A check at low density

**Use the second virial coefficient $B_2$, defined by $P=\rho kT+\rho^2kTB_2+\cdots$, to check the impulse without differentiating the potential.**

**Answer.** Write $e^{-\beta U}=\prod_{i<j}(1+f_{ij})$ with $f=e^{-\beta u_c}-1$. At low density only the single-pair terms matter, and about $N^2/2$ pairs give $\ln(Q/V^N)\approx(N^2/2V)\int_0^\infty4\pi r^2f\,dr$. The integral does not depend on $V$, so $P=kT\,\partial\ln Q/\partial V=\rho kT-2\pi\rho^2kT\int_0^\infty fr^2dr$. For the truncated potential, therefore,

$$kTB_2=-2\pi kT\int_0^\infty\left(e^{-\beta u_c}-1\right)r^2dr .$$

Integrate by parts with $r^2=d(r^3/3)/dr$. The boundary term vanishes at $r=0$ because of $r^3$, and at large $r$ because $u_c=0$. What remains is

$$kTB_2=\frac{2\pi}{3}kT\int_0^\infty r^3\frac{d}{dr}e^{-\beta u_c}\,dr .$$

This is the low-density pressure formula, where $y\to1$. Its jump at $r_c$ reproduces part (c).

At $kT=\varepsilon$ and $r_c=2.5\sigma$, in units of $\varepsilon\sigma^3$, the smooth forces give $-4.2405$ and the jump gives $-0.5383$. Their sum is $-4.7789$ (rounded from the unrounded terms), equal to the value from the direct integral. For the shifted potential the smooth forces alone give the direct result, $-4.1719$. The two smooth parts differ because the shift changes the Boltzmann factor inside $r_c$. The linear form of the jump is smaller in magnitude than the full jump by 0.8% of the latter.

## (f) A dense liquid with cutoff $2.5\sigma$

**Evaluate the corrections at $\rho=0.8\,\sigma^{-3}$, $kT=\varepsilon$ and $r_c=2.5\sigma$. A Monte Carlo simulation of 256 particles with the truncated potential gives $U/N=-5.129\,\varepsilon$ and $P_v=1.596\,\varepsilon/\sigma^3$, with standard errors of roughly 0.004 and 0.018 in the same units, estimated from only six blocks of the run. The run is short and its 300 configurations are correlated, so these errors are probably too small: allow about 0.02 in the energy and 0.1 in the pressure. The box is also small: 500 particles at the same state give roughly $U/N=-5.10\,\varepsilon$ and $P_v=1.75\,\varepsilon/\sigma^3$ (uncertain by about 0.01 and 0.05), a size shift of about 0.03 in the energy and 0.15 in the pressure that carries over to every corrected total below. Further digits below serve only to follow the arithmetic. The mean of $g$ measured just inside and just outside $r_c$ is 0.883. Correct the energy and pressure, and judge the assumption $g=1$.**

**Answer.** Here $x=0.4$, $x^3=0.064$ and $x^9=0.000262$. In reduced units, with energy in $\varepsilon$ and pressure in $\varepsilon/\sigma^3$,

$$\frac{U_{\rm tail}}{N}=\frac{8\pi}{3}(0.8)
\left[\frac{0.000262}{3}-0.064\right]=-0.428,$$

$$P_{\rm tail}=\frac{16\pi}{3}(0.8)^2
\left[\frac{2(0.000262)}{3}-0.064\right]=-0.684,$$

$$P_{\rm imp}\approx\frac{8\pi}{3}(0.8)^2
\left[0.000262-0.064\right]=-0.342 .$$

The corrected energy per particle is $-5.129-0.428=-5.558$, where the last digit follows from the unrounded values. The pressures are

$$P_{\rm full}\approx1.596-0.684=0.911,\qquad
P_{\rm truncated}\approx1.596-0.342=1.254,$$

again rounded after the calculation. The potential at the cutoff is just $-0.0163\,\varepsilon$, yet the pressure tail is comparable in size with the corrected pressure. Many weakly interacting pairs contribute, and the corrected pressure is small because the much larger repulsive and attractive parts of the virial nearly cancel.

The measured $g$ improves the impulse. Put $a=\beta u(r_c)$. The mean of the two one-sided values is $\bar g=y(r_c)(1+e^{-a})/2=y(r_c)(1-a/2+\cdots)$, while the jump is $kT\,y(r_c)(1-e^{-a})=u(r_c)\,y(r_c)(1-a/2+\cdots)$. Thus $u(r_c)\bar g$ represents the jump through second order in $a$, and

$$P_{\rm imp}\approx\frac{2\pi}{3}(0.8)^2(2.5)^3(-0.01632)(0.883)
=-0.302 .$$

A separate estimate obtains the pressure of the truncated model from free-energy differences under small volume changes, then subtracts $P_v$. It gives $-0.309$ with standard error 0.007, consistent with $-0.302$. The uniform estimate is too large in magnitude by about 11% of this sampled value, chiefly because $g(r_c)$ is below one. With the sampled impulse, $P_{\rm truncated}=1.287$. Removing the same sampled impulse and adding the tail gives $1.287+0.309-0.684=0.911$, to rounding, a change of $-0.375$. This holds $P_v$ fixed. Restoring the tail also alters the structure inside $r_c$, an effect of first order in the tail, which raises $P_v$ by roughly 0.02 to 0.04 at this state. The full change is then about $-0.34$ to $-0.36$, closer to the thermodynamic value $-0.343$ of part (d).

The tail integral averages over a range of distances and is less sensitive to $g$ at one point. Between $2.5\sigma$ and $3.4\sigma$, explicit pairs contribute $-0.252$ to the energy per particle and $-0.402$ to the pressure; the uniform formulas give $-0.258$ and $-0.412$. Both differ by about 2.5% of the sampled values. This shell holds about 60% of the estimated energy tail, and the region beyond it was not sampled. The corrected results also retain the structure of the truncated model, an approximation that the quoted standard errors do not include. The numerical output gives the remaining digits.

## Computed values

```
All quantities are in reduced Lennard-Jones units
density rho = 0.800 sigma^-3
temperature T = 1.000 epsilon/k_B
cutoff rc = 2.500 sigma
x^3 = 0.064000 (dimensionless)
x^9 = 0.000262144 (dimensionless)
u(rc) = -0.016317 epsilon
energy tail per particle = -0.428346 epsilon
pressure tail = -0.684417 epsilon/sigma^3
impulse with g=1 = -0.341740 epsilon/sigma^3
pressure tail minus impulse = -0.342677 epsilon/sigma^3
T*B2, truncated = -4.778850 epsilon sigma^3
its smooth-force part = -4.240501 epsilon sigma^3
its exact jump part = -0.538349 epsilon sigma^3
linear/exact low-density jump = 0.991864
T*B2, shifted = -4.171871 epsilon sigma^3
shifted smooth-force part = -4.171871 epsilon sigma^3
number of particles = 256
box length = 6.8399 sigma
sampled configurations = 300
acceptance fraction = 0.725
mean initial-lattice order = 0.085 (dimensionless)
g just inside cutoff = 0.894
g just outside cutoff = 0.871
mean g at cutoff = 0.883
impulse from volume changes = -0.3090 epsilon/sigma^3
its standard error = 0.0073 epsilon/sigma^3
impulse from sampled g = -0.3016 epsilon/sigma^3
shell outer radius = 3.40 sigma
sampled shell energy per particle = -0.2515 epsilon
uniform shell energy per particle = -0.2579 epsilon
sampled shell pressure = -0.4015 epsilon/sigma^3
uniform shell pressure = -0.4117 epsilon/sigma^3
cut potential energy per particle = -5.1294 epsilon
its standard error = 0.0035 epsilon
tail-corrected energy per particle = -5.5578 epsilon
cut virial pressure = 1.5956 epsilon/sigma^3
its standard error = 0.0177 epsilon/sigma^3
truncated-model pressure, g=1 impulse = 1.2538 epsilon/sigma^3
truncated-model pressure, sampled impulse = 1.2866 epsilon/sigma^3
tail-corrected full pressure = 0.9112 epsilon/sigma^3
```
